Equilibrium emission of a semiconductor from its absorption spectrum

## First half: the emission rate from detailed balance

### 1. What goes wrong without the result

An electron in the conduction band of a semiconductor can fall into a hole and emit a photon. As long as the emitted photons are not reabsorbed, the rate of this process sets an upper limit to the carrier lifetime, so one wants to know it. Measuring the emitted light does not give it directly. Many photons are reabsorbed inside the crystal or reflected back at its surface, and what leaves depends on the shape of the sample.

The absorption spectrum is easier to obtain, and it is tempting to guess the emission from it. In equilibrium as many photons must be emitted as absorbed, so one might multiply the absorption coefficient by the thermal photon flux. Two errors lie close at hand. If the flux is taken from blackbody radiation in vacuum, the answer is too small by the square of the refractive index, a factor of 11.7 for an index of 3.42. If the thermal factor is taken as exp(−ω/kT) while the absorption coefficient is the measured one, stimulated emission is counted wrongly. At a photon energy of 2kT the answer is then 13.5% too small.

A derivation that follows each photon mode inside the crystal settles both factors.

### 2. Setting and conventions

Hartree atomic units are used: ħ, the electron mass and the elementary charge are 1, and the speed of light is c = 137.036. The symbol ω then stands for both the angular frequency and the energy of a photon. T is the temperature, and kT is an energy.

The semiconductor is homogeneous and isotropic, with refractive index n(ω). It is in equilibrium at temperature T with the radiation inside it. The absorption coefficient α(ω) is defined by the decay of the intensity I of a light beam along its path s:

dI/ds = −αI.   (1)

A beam causes upward transitions, which remove photons, and stimulated downward transitions, which add photons. Equation (1) contains the difference. The coefficient α is therefore a net coefficient, and this is what a transmission measurement yields.

The argument speaks of photon modes with a definite wavenumber, so a wave must survive for many wavelengths. Let the complex index be n + iκ. The field then varies as exp[i(n + iκ)ωs/c], and the intensity as exp(−2κωs/c). Comparison with (1) gives

κ = αc/(2ω).   (2)

The condition for what follows is κ ≪ n. The part of the medium that produces n is taken to be transparent.

The quantity sought is r(ω), the number of photons emitted spontaneously per volume, time and photon energy. Its integral over energy is the total equilibrium rate R₀.

### 3. Counting the photon modes

Take a cube of volume V = L³ with periodic boundary conditions. The allowed wavevectors have components 2π/L times an integer, so each occupies the volume (2π)³/V in wavevector space. A spherical shell between q and q + dq has the volume 4πq²dq. With two polarizations for each wavevector, the number of modes in the shell is

2 · 4πq² dq · V/(2π)³ = V q² dq/π².   (3)

Let G(ω) be the number of modes per volume and photon energy. Dividing (3) by V dω gives

G = (q²/π²) dq/dω.   (4)

In the medium q = nω/c. Since n depends on ω, the derivative has two terms:

dq/dω = (n + ω dn/dω)/c = n_g/c,  with n_g = n + ω dn/dω.   (5)

The quantity n_g is the group index, and dω/dq = c/n_g is the group velocity v_g. Inserting q and (5) into (4) gives

G = n² n_g ω²/(π²c³).   (6)

Replacing the discrete count by a volume is good when the radius and the thickness of the shell are both large compared with the spacing 2π/L. An explicit count in a large box, for a medium with dispersion, found 594196 modes where the integral of (6) gives 593212. The difference is 0.17% of the predicted number.

### 4. How many photons a mode holds

A mode with N photons has the energy Nω above its ground state. In equilibrium the probability of N photons is

P(N) = (1 − z) z^N,  with z = exp(−ω/kT).   (7)

The prefactor normalizes the geometric series, because the sum of z^N over N = 0, 1, 2, … is 1/(1 − z). No chemical potential appears in z. Photons can be created and destroyed by the matter, so their number is not fixed, and the free energy is lowest when its derivative with respect to that number vanishes.

The mean follows by differentiating the geometric series. The sum of N z^N equals z d/dz [1/(1 − z)] = z/(1 − z)². Multiplying by 1 − z gives

N̄ = z/(1 − z) = 1/[exp(ω/kT) − 1].   (8)

This is the Planck occupation. It refers to modes inside the crystal, whose number is given by (6) and not by the vacuum count.

### 5. Balance within one mode

Consider one mode and the electronic transitions that exchange photons with it. The quantum field contributes a factor to each rate. Removing one photon from a state with N photons carries the squared matrix element N. Adding one carries N + 1. The rates are therefore

absorption: aN,  emission: e(N + 1).   (9)

The coefficients a and e depend on the matter: a contains the electrons that can go up, e those that can come down. The part eN is stimulated emission. The part e, which remains when the mode is empty, is spontaneous emission into this mode.

Microscopic reversibility now enters. In equilibrium each elementary process is as frequent as its reverse. The step from N to N + 1 photons occurs at the rate P(N) e(N + 1). The step back occurs at the rate P(N + 1) a(N + 1). Setting them equal and cancelling N + 1 gives

e/a = P(N + 1)/P(N) = z = exp(−ω/kT).   (10)

The number N has dropped out, so one ratio of coefficients satisfies the balance at every N. This is why the coefficients can be constants of the matter.

What can be measured is a − e, the net loss per photon, so e should be expressed through it. From (10), a = e/z, and hence

a − e = e(1 − z)/z = e/N̄,

where the last step uses (8). Therefore

e = (a − e) N̄.   (11)

In words: in equilibrium, spontaneous emission into a mode balances the net absorption from it. The same follows from mean rates, since e(N̄ + 1) = aN̄ becomes (11) when eN̄ is moved to the right.

As a test, the stationary distribution of a mode was computed from the rates (9). The coefficients came from thermal electrons in several pairs of levels with spacing 2kT. The mean number of photons was 0.156518, equal to the Planck value to all printed digits.

### 6. From the mode to the absorption coefficient

The loss rate a − e has to be linked to α. Let a wave packet with many photons travel through the crystal. By (9) its photon number obeys

dN/dt = −aN + e(N + 1) = −(a − e)N + e.   (12)

The last term does not grow with N and is negligible for a strong packet. The packet moves at the group velocity, so that ds = v_g dt. Its photon number falls with distance as the intensity does in (1):

dN/dt = v_g dN/ds = −αv_g N.   (13)

Comparison of (12) and (13) gives

a − e = αv_g = αc/n_g.   (14)

It is the group velocity that counts, because it carries the energy of the packet. The phase velocity c/n would give a different loss rate in a dispersive medium. The condition κ ≪ n is needed here, since a packet that dies within a wavelength has no useful group velocity. The absorbing transitions must also be spread over an energy range much wider than αv_g. An exciton line narrower than this mixes with the photon mode, and the loss rate is then no longer αv_g.

### 7. The emission rate

There are GV modes per photon energy in the box, and each receives spontaneous photons at the rate e. In an isotropic medium e is the same for all directions and polarizations. Dividing by V gives

r = G e = G · αv_g · N̄.   (15)

The product of mode density and group velocity simplifies. From (4), and with v_g = dω/dq,

G v_g = (q²/π²)(dq/dω)(dω/dq) = q²/π² = n²ω²/(π²c²).   (16)

The group index has cancelled. Slow light has more modes per energy interval, but each of them passes the absorbers more slowly, and the two effects compensate. What remains of the medium is n², which comes from the larger wavenumber at a given energy. The result is the van Roosbroeck–Shockley relation:

r(ω) = n²ω²α(ω) / {π²c² [exp(ω/kT) − 1]},   (17)

R₀ = ∫ r(ω) dω.   (18)

To restore ordinary units, let E be the photon energy. The wavenumber is q = nE/(ħc), and a rate per energy carries one further factor 1/ħ:

r(E) = n²E²α(E) / {π²ħ³c² [exp(E/kT) − 1]}.

### 8. Net and gross absorption, and two limits

A calculation may supply the upward transitions alone. Define the gross coefficient α_up by a = α_up v_g. Equations (10) and (14) then give

α = α_up [1 − exp(−ω/kT)].   (19)

Inserting this into (17), and using 1 − z = z/N̄ from (8), gives

r = n²ω²α_up exp(−ω/kT)/(π²c²).   (20)

The Planck factor belongs to the net coefficient and the Boltzmann factor to the gross one. Combining the net coefficient with the Boltzmann factor multiplies the true rate by 1 − exp(−ω/kT). At ω = 2kT this is 0.865, which is the error of 13.5% named in Section 1.

For ω ≫ kT the distinction disappears, because N̄ approaches exp(−ω/kT) and α approaches α_up. This is the usual situation for a gap much larger than kT. For ω ≪ kT the Planck factor grows as kT/ω, while (19) makes α fall as α_up ω/kT. The product stays finite, and r approaches n²ω²α_up/(π²c²).

### 9. What enters α and what r counts

No band structure has been used. The relation holds for direct transitions, for transitions assisted by thermal phonons and for bound electron–hole pairs, provided that their absorption is contained in α and that the conditions of Sections 2 and 6 hold.

Reversibility applies to each process separately. If α also contains absorption by free carriers, (17) gives the emission of all processes together, including photons emitted by carriers that stay within their band. Those events do not remove electron–hole pairs. For the recombination rate, α must be restricted to transitions between the bands.

The spectrum must also belong to the temperature and doping for which r is wanted, because both can change α.

Finally, r counts photons where they are generated. It says nothing about how many leave the crystal. In equilibrium each generated photon is matched by an absorbed one, and the net recombination rate is zero although R₀ is not.

## Second half: microscopic check and a worked example

### 10. Symbols and results carried over

Hartree units are used, ω is the photon energy, and c = 137.036. The medium has refractive index n, group index n_g = n + ω dn/dω and group velocity v_g = c/n_g. Its net absorption coefficient is α. The photon modes per volume and energy, and the mean number of photons in a mode, are

G = n²n_gω²/(π²c³),  N̄ = 1/[exp(ω/kT) − 1].

Detailed balance gave the spontaneous emission rate per volume and photon energy,

r = G αv_g N̄ = n²ω²α N̄/(π²c²),   (21)

with the integral R₀. The derivation assumed a small extinction coefficient, κ = αc/(2ω) ≪ n, and absorbing transitions spread over an energy range much wider than αv_g.

Detailed balance bypassed the electrons. A model in which absorption and emission can each be calculated shows whether the factors in (21) are right.

### 11. A two-band model

The conduction band has its minimum at the energy E_g and the mass m_c. The valence band has its maximum at zero and the mass m_v. Light connects states of equal wavevector k and equal spin. The photon energy that connects them is

ω = E_g + k²/(2m_c) + k²/(2m_v) = E_g + k²/(2m_r),  m_r = m_c m_v/(m_c + m_v).   (22)

The joint density of states J counts such pairs per volume and energy. With two spins, J dω = 2 · 4πk²dk/(2π)³ = k²dk/π². From (22), dk/dω = m_r/k, so J = k m_r/π². Inserting k = √[2m_r(ω − E_g)] gives

J = (2m_r)^(3/2) √(ω − E_g)/(2π²).   (23)

M² denotes the squared matrix element of the momentum component along the polarization, averaged over directions and polarizations. It is taken as constant. The occupations of the upper and lower state are f_c and f_v. Excitons, phonons and deviations from parabolic bands are left out.

### 12. Absorption from a classical wave

Let the vector potential be A₀ cos(qs − ωt) along the polarization. The electron has charge −1, so its kinetic energy (p + A)²/2 contains the coupling A·p. The term A²/2 does not connect the bands when the wavelength is long. The cosine consists of two exponentials with amplitude A₀/2, and one of them drives the upward transition. First-order perturbation theory (the golden rule) gives the rate 2π(A₀/2)²M² times the density of final states.

Upward transitions need a filled lower and an empty upper state, downward ones the opposite. The difference is

f_v(1 − f_c) − f_c(1 − f_v) = f_v − f_c.

The net number of photons absorbed per volume and time is therefore

W = (π/2) A₀² M² J (f_v − f_c).   (24)

The electric field is minus the time derivative of the vector potential, so its amplitude is E₀ = ωA₀. In these units the vacuum permittivity is 1/(4π), and the mean intensity is

I = ncE₀²/(8π).   (25)

The absorption coefficient is absorbed power per volume over intensity:

α = ωW/I = ω · (π/2)(E₀²/ω²) M²J(f_v − f_c) · 8π/(ncE₀²)
 = 4π²M²J(f_v − f_c)/(ncω).   (26)

This was tested by solving the time-dependent Schrödinger equation for the band pairs under a weak light pulse. With ω = 0.06 and kT = 0.03 hartree, the absorbed energy gave α = 2.0765×10⁻⁵ bohr⁻¹, and (26) gives 2.0759×10⁻⁵ bohr⁻¹.

### 13. The field of one photon

For spontaneous emission the field must be quantized. Write the vector potential of one mode as 𝒜 times (b e^{iqs} + b† e^{−iqs}), where b removes a photon. The size of 𝒜 follows from the energy. A classical wave corresponds to a state with a large mean photon number N, in which b acts as a number of magnitude √N. The two terms then add to a cosine of amplitude A₀ = 2𝒜√N, so that E₀² = 4ω²𝒜²N.

Energy moves at the group velocity, so the energy density is I/v_g. With (25) this is n n_g E₀²/(8π). The energy in the volume V must equal Nω:

V n n_g · 4ω²𝒜²N/(8π) = Nω,  hence 𝒜² = 2π/(n n_g ωV).   (27)

In vacuum n = n_g = 1, which leaves 2π/(ωV). Equation (27) was tested by diagonalizing a light mode coupled to the oscillator that produces the index. The two values agreed within a relative tolerance of 10⁻⁸.

### 14. Spontaneous decay of one pair

An electron in the upper state above an empty lower state can emit into GV modes per energy. The golden rule gives its decay rate Γ:

Γ = 2π 𝒜² M² GV = 2π · [2π/(n n_g ωV)] · M² · V n²n_gω²/(π²c³) = 4nωM²/c³.   (28)

The group index cancels again. Per volume and photon energy there are J pairs, and a fraction f_c(1 − f_v) of them can decay. Therefore

r = Γ J f_c(1 − f_v).   (29)

The decay was also computed by diagonalizing one excited pair coupled to 1601 modes, with the mode density taken from the explicit count. The rate was 3.243×10⁻⁸ atomic units, against 3.229×10⁻⁸ from (28). The excess is 0.4% of the latter. Most of it comes from the counted mode density. This is an average over photon energies from 0.057 to 0.063 hartree, and it lies 0.36% above the value of G at 0.06 hartree that enters (28).

### 15. The two roads meet

It remains to connect the occupations in (26) and (29). Let E_c and E_v be the energies of the two states, μ the Fermi level, u = (E_c − μ)/kT and w = (E_v − μ)/kT. Then f_c = 1/(e^u + 1), f_v = 1/(e^w + 1) and 1 − f_v = e^w/(e^w + 1). With the common denominator D = (e^u + 1)(e^w + 1),

f_c(1 − f_v) = e^w/D,  f_v − f_c = (e^u − e^w)/D.

Dividing the first by the second, and using u − w = ω/kT, gives

f_c(1 − f_v) = (f_v − f_c)/(e^{u−w} − 1) = (f_v − f_c) N̄.   (30)

The photon occupation has emerged from the electrons, and the Fermi level has dropped out. From (26), M²J(f_v − f_c) = αncω/(4π²). Inserting (28), (30) and this into (29) yields

r = (4nω/c³) · αncω/(4π²) · N̄ = n²ω²αN̄/(π²c²),

which is (21).

The numerical pieces were joined in the same way for the hot case ω = 2kT. Emission from the decaying pairs gave r = 7.60×10⁻¹³ atomic units. Relation (21), with α from the light pulse, gave 7.57×10⁻¹³. Replacing N̄ by the Boltzmann factor gave 6.54×10⁻¹³, which the comparison rejects.

### 16. The recombination coefficient

When E_g is many kT and the Fermi level lies well inside the gap, electrons and holes are dilute. Then f_c ≈ exp[−(E_c − μ)/kT] and 1 − f_v ≈ exp[−(μ − E_v)/kT]. Their product is exp(−ω/kT), and (29) gives

R₀ ≈ ∫ Γ J exp(−ω/kT) dω.   (31)

Put ε = ω − E_g. The weight √ε exp(−ε/kT) has the mean ε = 3kT/2. Over this narrow range Γ is nearly linear in ω, and the average of a linear function is its value at the mean. So Γ may be taken at E_g + 3kT/2 and moved outside. With ∫√ε exp(−ε/kT) dε = (√π/2)(kT)^(3/2) and (23),

R₀ ≈ 2Γ (m_r kT/2π)^(3/2) exp(−E_g/kT).   (32)

The electron density is a sum of the same form, with m_c in place of m_r and energies measured from μ:

n₀ = 2(m_c kT/2π)^(3/2) exp[−(E_g − μ)/kT],
p₀ = 2(m_v kT/2π)^(3/2) exp(−μ/kT).

The Fermi level cancels in the product n₀p₀. Since m_r/(m_c m_v) = 1/(m_c + m_v), the recombination coefficient is

B = R₀/(n₀p₀) ≈ (Γ/2) [2π/((m_c + m_v)kT)]^(3/2).   (33)

B falls with temperature roughly as T^(−3/2) in this model. Hotter carriers spread over more wavevectors, and an electron less often finds a hole at its own k.

### 17. Worked example

The parameters are round numbers for a direct-gap model: E_g = 0.05 and kT = 0.001 hartree (315.8 K), m_c = 0.1, m_v = 0.4, hence m_r = 0.08, and M² = 0.1. The band transitions themselves would add about 2 to 3% to n near the gap, depending on where the bands are cut off; the model leaves this out. The index comes from one oscillator at 0.2 hartree with strength 10:

n² = 1 + 10/[1 − (ω/0.2)²].

Take a photon energy one kT above the gap, ω = 0.051. Then n² = 1 + 10/0.935 = 11.70 and n = 3.420. Differentiating n² gives ω dn/dω = 10(ω/0.2)²/{n[1 − (ω/0.2)²]²} = 0.650/(3.420 × 0.874) = 0.217, so n_g = 3.637. The remaining quantities are

J = 0.16^(3/2) × √0.001/(2π²) = 1.025×10⁻⁴,
α = 4π² × 0.1 × 1.025×10⁻⁴/(3.420 × 137.04 × 0.051) = 1.69×10⁻⁵ bohr⁻¹,
κ = 1.69×10⁻⁵ × 137.04/0.102 = 0.023.

Here f_v − f_c is 1 to the digits shown. The extinction coefficient is less than 1% of n, so the condition κ ≪ n holds. The second condition is met less well. Here αv_g = 1.69×10⁻⁵ × 37.67 = 6.4×10⁻⁴ hartree, which is comparable with the distance from the edge, and α changes over that distance. The loss rate of a mode, taken from its complex frequency at real q, exceeds αv_g by about 1% at this energy and by more closer to the edge. With G = 4.357×10⁻⁹, v_g = 137.04/3.637 = 37.67 and N̄ = e^{−51} = 7.10×10⁻²³,

r = 4.357×10⁻⁹ × 1.69×10⁻⁵ × 37.67 × 7.10×10⁻²³ = 1.97×10⁻³⁴ atomic units.

The shape of the spectrum follows from (21) and (26): r varies as nω√ε exp(−ω/kT). The logarithmic derivative of nω is n_g/(nω), about 21 per hartree here. The maximum lies where 1/(2ε) + 21 = 1/kT = 1000, which gives ε = 0.511×10⁻³ hartree, or 0.511 kT. The numerical maximum is at the same place. The mean photon energy is 0.05153 hartree, close to E_g + 3kT/2.

Of the total rate, 88% is emitted within 3kT of the gap. The absorption edge therefore matters far more than the strong absorption above it. The model has no absorption below the gap. If a crystal has some, N̄ weights it more heavily by about exp(δ/kT) at a depth δ below the edge, and a faint tail can contribute noticeably.

Integration of (21) gives

R₀ = 4.80×10⁻³⁷ atomic units = 1.34×10⁵ cm⁻³ s⁻¹.

A sum of recombination events over k gives the same value within the tested relative tolerance of 10⁻⁶. With n₀p₀ = 2.488×10⁻³⁵ bohr⁻⁶,

B = 4.801×10⁻³⁷/2.488×10⁻³⁵ = 0.0193 atomic units = 1.18×10⁻¹⁰ cm³/s.

Formula (33) can be followed by hand. At ω = 0.051, Γ = 4 × 3.420 × 0.051 × 0.1/137.04³ = 2.71×10⁻⁸. The bracket is 2π/(0.5 × 0.001) = 12566, and its power 3/2 is 1.409×10⁶. Half the product is 0.0191. Taking Γ at 0.0515, as (33) asks, raises this by 1% to 0.0193.

### 18. Carriers out of equilibrium

Under illumination or injection, electrons and holes can reach the lattice temperature separately, each with its own quasi-Fermi level, μ_c and μ_v. For dilute carriers the product f_c(1 − f_v) is then exp[−(ω − μ_c + μ_v)/kT]. Each pair gains the same factor exp[(μ_c − μ_v)/kT] over equilibrium, and so does the product of the densities n_e and p. Hence

R = B n_e p.   (34)

With both levels 10kT inside the gap, n_e = 5.77×10⁻¹² and p = 4.61×10⁻¹¹ bohr⁻³. Equation (34) gives 5.131×10⁻²⁴ atomic units, and the direct sum over k gives 5.130×10⁻²⁴. The relation becomes inaccurate as a quasi-Fermi level approaches its band, because the exponential approximation to the occupation is gradually lost. In this model (34) is 2% too large with both levels 3kT inside the gap, and 36% too large with both at the band edges.

If the radiation stays thermal, it still creates pairs at the rate R₀, and the net recombination rate is B(n_e p − n₀p₀). For a few electrons among many holes the loss is Bp per electron. A hole density of 10⁻⁸ bohr⁻³ gives the lifetime

τ = 1/(0.0193 × 10⁻⁸) = 5.18×10⁹ atomic units = 125 ns.

At this density the hole level lies only 4.6kT inside the gap, where Bp is 0.4% too large, and Fermi occupations give 126 ns. This is the radiative lifetime without reabsorption. When emitted photons are absorbed again and recreate pairs, the electron population decays more slowly. Recombination without light makes it decay faster.

Computed values

```
HOT CHECK (atomic units)
photon energy, kT, Fermi level [hartree]: 0.06, 0.03, 0.03
modes counted / predicted: 594196 / 593212
photons per mode, rate equations: 0.156518
photons per mode, Planck: 0.156518
alpha from pulse [1/bohr]: 2.07650e-05
alpha from formula [1/bohr]: 2.07589e-05
squared mode amplitude x volume [a.u.]: 8.00865
photon loss rate [a.u.]: 7.53289e-04
alpha(pulse) x group velocity [a.u.]: 7.53510e-04
decay rate, diagonalization [a.u.]: 3.2429e-08
decay rate, formula [a.u.]: 3.2292e-08
r from decaying pairs [a.u.]: 7.5983e-13
r from absorption [a.u.]: 7.5685e-13
r with Boltzmann factor instead [a.u.]: 6.5443e-13
WORKED EXAMPLE (atomic units)
gap, kT [hartree]: 0.05, 0.001
temperature [K]: 315.8
masses c, v, reduced [m_e]: 0.1, 0.4, 0.080
M2 [a.u.]: 0.1
oscillator energy [hartree], strength: 0.2, 10.0
speed of light [a.u.]: 137.036
sample photon energy [hartree]: 0.0510
index n, group index: 3.4199, 3.6374
joint density of states [a.u.]: 1.0253e-04
alpha [1/bohr]: 1.6935e-05
alpha [1/cm]: 3.2003e+03
extinction coefficient: 0.0228
mode density G [a.u.]: 4.3565e-09
group velocity [a.u.]: 37.674
Planck occupation N: 7.0955e-23
r = G alpha v_g N [a.u.]: 1.9723e-34
emission peak [hartree]: 0.050511
peak above gap [kT]: 0.5107
mean photon energy [hartree]: 0.051531
share of R0 within 3 kT of gap: 0.8823
R0 from absorption [a.u.]: 4.80111e-37
R0 from k-space sum [a.u.]: 4.80111e-37
R0 [1/(cm^3 s)]: 1.3394e+05
n0 p0 [bohr^-6]: 2.48821e-35
B = R0/(n0 p0) [a.u.]: 1.92955e-02
B closed form [a.u.]: 1.92943e-02
B [cm^3/s]: 1.1821e-10
driven n, p [bohr^-3]: 5.7651e-12, 4.6121e-11
driven rate, k-space sum [a.u.]: 5.13042e-24
driven rate, B n p [a.u.]: 5.13053e-24
chosen hole density [bohr^-3]: 1.0e-08
minority lifetime [a.u.]: 5.1826e+09
minority lifetime [ns]: 125.36
```
